# Why Cooper pairs are not independent bosons

**Q.** Two electrons of opposite spin bind into a Cooper pair. The pair has integer spin, so it is a boson. I therefore picture the BCS ground state as many such bosons in one bound state, and the gap as the binding energy of one of them. What could be wrong with that?

**A.** Integer spin tells you how a pair behaves when it is exchanged as a whole. It does not make the pair operator a boson operator. Take

$$b_k=c_{-k\downarrow}c_{k\uparrow},$$

and write $n_\uparrow=n_{k\uparrow}$, $n_\downarrow=n_{-k\downarrow}$. Moving one fermion operator past another gives

$$b_k^2=c_\downarrow c_\uparrow c_\downarrow c_\uparrow=-c_\downarrow c_\downarrow c_\uparrow c_\uparrow=0 .$$

For the commutator we need two products:

$$b_kb_k^\dagger=c_\downarrow c_\uparrow c_\uparrow^\dagger c_\downarrow^\dagger=(1-n_\uparrow)(1-n_\downarrow),\qquad b_k^\dagger b_k=n_\uparrow n_\downarrow .$$

In the difference the terms $n_\uparrow n_\downarrow$ cancel. For different $k$ the operators commute, because each contains an even number of fermion operators. Hence

$$[b_k,b_{k'}^\dagger]=\delta_{kk'}\,(1-n_{k\uparrow}-n_{-k\downarrow}).$$

A boson would have 1 on the right. Here the bracket is $+1$ on an empty level and $-1$ on a full one.

**Q.** But a Cooper pair is not in a single level $k$. It is a superposition, and surely many pairs can share that.

**A.** They can. Let $P^\dagger=\sum_k g_kb_k^\dagger$ with real $g_k$ and $\sum_k g_k^2=1$. Since $b_k^{\dagger2}=0$, only distinct levels survive in the square, and each pair of levels occurs twice:

$$P^{\dagger2}|0\rangle=2\sum_{k<k'}g_kg_{k'}b_k^\dagger b_{k'}^\dagger|0\rangle .$$

Its squared norm is

$$4\sum_{k<k'}g_k^2g_{k'}^2=2\Big[\big(\textstyle\sum_k g_k^2\big)^2-\sum_k g_k^4\Big]=2\Big(1-\sum_k g_k^4\Big).$$

For bosons it would be 2. If the pair is spread evenly over $M$ levels, the deficit is a fraction $1/M$. Two pairs hardly notice it. For $N$ pairs the squared norm is the boson value $N!$ times $\prod_{j<N}(1-j/M)$, which has already fallen to about $0.6$ at $N=\sqrt M$. The mean commutator of $P$ and $P^\dagger$ is $1-2N/M$, and it departs appreciably from 1 when $N$ is comparable to $M$.

**Q.** Does this change the energy, or only the normalization?

**A.** It changes the energy. Use the reduced pairing model, in which every level is either empty or holds a pair:

$$H=\sum_k2\varepsilon_kb_k^\dagger b_k-V\sum_{kk'}b_k^\dagger b_{k'},\qquad V>0 .$$

First let all $L$ levels have $\varepsilon_k=0$, and put in $N$ pairs. In the basis of occupied levels, each row of $H$ has the diagonal entry $-VN$. It also has $N(L-N)$ entries $-V$, because each pair can hop to each empty level. All rows have the same sum, so the uniform vector is an eigenvector with that sum as its eigenvalue. No eigenvalue can exceed the largest row sum of absolute values, so this one is the lowest:

$$E_N=-VN(L-N+1).$$

One pair has energy $-VL$, so independent bosons would give $-VNL$. Each pair already present takes away a level into which the others could scatter.

**Q.** Then let me turn to the gap. What is the binding of one pair when the levels have a spread of energies?

**A.** Place two electrons above a frozen Fermi sea, in levels $0<\xi<\omega$ with constant density $N_0$ per spin, and define $\lambda=N_0V$. For the state $\sum_ka_kb_k^\dagger|{\rm sea}\rangle$ with energy $-E_b$, the Schrödinger equation reads

$$(2\xi_k+E_b)\,a_k=V\sum_{k'}a_{k'} .$$

Divide by the bracket, sum over $k$, and cancel $\sum_k a_k$:

$$1=\lambda\int_0^\omega\frac{d\xi}{2\xi+E_b}=\frac\lambda2\ln\Big(1+\frac{2\omega}{E_b}\Big)\quad\Rightarrow\quad E_b=\frac{2\omega}{e^{2/\lambda}-1}.$$

At weak coupling $E_b\approx2\omega e^{-2/\lambda}$.

**Q.** And the BCS gap is the same thing?

**A.** Let us compute it. The BCS state is $\prod_k(u_k+v_kb_k^\dagger)|0\rangle$, with $u_k=\cos\theta_k$ and $v_k=\sin\theta_k$. Measure energies from the chemical potential, $\xi_k=\varepsilon_k-\mu$. For many closely spaced levels the terms $k=k'$ of the interaction are negligible, and the quantity to minimize is

$$\sum_k2\xi_kv_k^2-V\Big(\sum_ku_kv_k\Big)^2 .$$

Define $\Delta=V\sum_ku_kv_k$. Since $d(v^2)/d\theta=\sin2\theta$ and $d(uv)/d\theta=\cos2\theta$, stationarity requires $\xi_k\sin2\theta_k=\Delta\cos2\theta_k$. With $E_k=\sqrt{\xi_k^2+\Delta^2}$, the root that fills levels far below $\mu$ is

$$u_kv_k=\frac{\Delta}{2E_k},\qquad v_k^2=\frac12\Big(1-\frac{\xi_k}{E_k}\Big).$$

Put the first expression into the definition of $\Delta$ and divide by $\Delta$. For a layer $-\omega<\xi<\omega$, half filled by symmetry,

$$1=\lambda\int_{-\omega}^{\omega}\frac{d\xi}{2E}=\lambda\,\mathrm{arsinh}\frac\omega\Delta\quad\Rightarrow\quad\Delta=\frac{\omega}{\sinh(1/\lambda)}\approx2\omega e^{-1/\lambda}.$$

Take round parameters, $\omega=20$ meV and $\lambda=0.3$. Then $\sinh(1/\lambda)=14.00$ and $e^{2/\lambda}=785.8$, so

$$\Delta=\frac{20}{14.00}=1.43\ \text{meV},\qquad E_b=\frac{40}{784.8}=0.0510\ \text{meV}.$$

The gap is 28 times the one-pair binding.

**Q.** So the different exponent proves that the pairs are not bosons.

**A.** Not by itself, for two reasons. First, the exponent counts the sides of the Fermi level that contribute to the logarithm. If the lower side is removed from the gap equation, the integral becomes $\tfrac12\mathrm{arsinh}(\omega/\Delta)$. Then $\Delta=\omega/\sinh(2/\lambda)$, and the exponent is $-2/\lambda$ again.

Second, $\Delta$ is not a binding energy per pair. Put one unpaired electron into level $k$. That level now contributes $\xi_k$. It no longer contributes $2\xi_kv_k^2$, and the loss of its term $u_kv_k$ raises the interaction energy by $2\Delta u_kv_k$, to leading order for many levels. The cost is

$$\xi_k(1-2v_k^2)+2\Delta u_kv_k=\frac{\xi_k^2}{E_k}+\frac{\Delta^2}{E_k}=E_k .$$

Breaking a pair leaves two such electrons, so it costs at least $2\Delta=2.86$ meV here. At $\xi_k=0$, where the cost is smallest, the first term vanishes, and the whole cost arises because the unpaired electrons block levels that all the other pairs were using.

**Q.** What, then, is the energy gained per pair?

**A.** Allow any filling. Let the layer be $0<\varepsilon<\Omega$, with $N=N_0\Omega f$ pairs, and write $x=1/\lambda$. Set $\Omega-\mu=\Delta\sinh a$ and $\mu=\Delta\sinh c$. The gap equation becomes $a+c=2x$, so write $a=x+y$ and $c=x-y$. Adding the two definitions gives

$$\Omega=\Delta(\sinh a+\sinh c)=2\Delta\sinh x\cosh y .$$

Integrating $v^2$ over the layer gives the number of pairs:

$$\Omega f=\tfrac12\big[\Omega-\Delta(\cosh a-\cosh c)\big]=\tfrac12\big[\Omega-2\Delta\sinh x\sinh y\big].$$

Dividing by $\Omega$ yields $\tanh y=1-2f$. Then $1/\cosh y=\sqrt{1-\tanh^2y}=2\sqrt{f(1-f)}$, and

$$\Delta=\frac{\Omega\sqrt{f(1-f)}}{\sinh x},\qquad\mu=\Delta\sinh(x-y)=\frac\Omega2\big[1-(1-2f)\coth x\big].$$

One pair alone in this layer has binding $\varepsilon_c=2\Omega/(e^{2x}-1)$, which is the earlier formula with $\omega$ replaced by $\Omega$. Since $\coth x=1+2/(e^{2x}-1)$, we have $\Omega\coth x=\Omega+\varepsilon_c$, and

$$2\mu=2\Omega f-\varepsilon_c(1-2f).$$

The BCS state makes $E-2\mu N$ stationary, so $dE/dN=2\mu$. Integrating from the empty layer, with $dN=N_0\Omega\,df$,

$$E=N_0\Omega\int_0^f2\mu\,df'=N_0\Omega^2f^2-N\varepsilon_c(1-f).$$

The first term is the energy of the normal state, $2N_0\int_0^{\Omega f}\varepsilon\,d\varepsilon$. The gain per pair is therefore $\varepsilon_c(1-f)$, where $1-f$ is the fraction of levels left open. Independent bosons would have $E=-N\varepsilon_c$, with neither the first term nor the reduction.

At half filling $\Omega=2\omega$, so $\varepsilon_c=2E_b=0.102$ meV and the gain per pair is $\varepsilon_c/2=E_b=0.0510$ meV. The condensation energy per pair thus has the one-pair exponent $-2/\lambda$, although the gap does not. At weak coupling it equals $\Delta^2/(2\omega)$. Multiplied by $N=N_0\omega$ pairs, this is the total $N_0\Delta^2/2$, in which the cutoff no longer appears explicitly.

**Q.** The equality with $E_b$ looks like my picture after all: $N$ pairs, each bound by $E_b$.

**A.** The equality holds at every filling, but it does not describe independent bosons. A sea frozen at filling $f$ leaves a shell of width $\Omega(1-f)$ above it. The one-pair formula with $\omega$ replaced by that width gives $2\Omega(1-f)/(e^{2x}-1)=\varepsilon_c(1-f)$, which is exactly the gain per pair. This binding already contains the blocking: it falls as pairs fill the layer, whereas independent bosons would each keep $\varepsilon_c$. It is measured from the normal-state energy $N_0\Omega^2f^2$, which bosons would not have. It is also a different quantity from the gap and from the cost of breaking a pair. Apart from the full layer, where both vanish, it equals $\Delta$ at only one filling, the one at which $\mu$ reaches the layer bottom, and it approaches the cost of breaking a pair in the dilute limit.

**Q.** Is there any regime in which my picture holds?

**A.** Yes, the dilute one. From the formula for $\mu$, the chemical potential reaches the bottom of the layer when $1-2f=\tanh x$, that is, at

$$f=\frac1{e^{2/\lambda}+1}=0.00127 .$$

Below this filling the smallest $E_k$ lies at the layer bottom, and breaking a pair costs $2\sqrt{\mu^2+\Delta^2}$. As $f\to0$, $\Delta\to0$ and $2\mu\to-\varepsilon_c$, so this cost tends to the one-pair binding.

The commutator shows the same change. In the BCS state $\langle b_k^\dagger b_{k'}\rangle=u_kv_ku_{k'}v_{k'}$ for $k\ne k'$, so one mode, $g_k\propto u_kv_k$, is macroscopically occupied. It holds $\sum_ku_k^2v_k^2$ pairs, which in our example is nearly all of them at $f=0.00001$ but only about 5 % of $N$ at half filling. Because $1-2v_k^2=\xi_k/E_k$,

$$C=\langle[P,P^\dagger]\rangle=\frac{\sum_ku_k^2v_k^2\,\xi_k/E_k}{\sum_ku_k^2v_k^2}.$$

Evaluating $C$ by numerical quadrature, for the same $\lambda$ and $\Omega=40$ meV, gives:

| $f$ | breaking a pair (meV) | gain per pair (meV) | $C$ |
|---|---|---|---|
| 0.00001 | 0.103 | 0.102 | 0.995 |
| 0.00127 | 0.204 | 0.102 | 0.636 |
| 0.01 | 0.569 | 0.101 | 0.254 |
| 0.1 | 1.71 | 0.092 | 0.065 |
| 0.5 | 2.86 | 0.051 | 0 |

In the first row the two energies nearly agree and $C$ is close to the boson value 1. At half filling $C$ vanishes because $\xi/E$ is odd about the Fermi level while $u^2v^2$ is even. A metal whose attraction acts in a shell on both sides of its Fermi level corresponds to the last row.

**Q.** These energies rest on a mean-field state. Could the failure of the boson picture be an artefact of it?

**A.** The flat-level result was already exact. For levels with a spread, take 12 of them at $\tfrac12,\tfrac32,\dots$ in units of the spacing, with $V$ equal to the spacing, and diagonalize $H$ in the space of pairs. One pair has energy $-3.71$. Two pairs have $-4.72$, where independent bosons would have $-7.41$. Six pairs have $+17.96$ instead of $-22.24$. Of that last difference of $40.2$, the level energies account for $19.2$, the cost of filling higher levels, which is also a consequence of $b_k^2=0$. The weaker attraction accounts for the other $21.0$.

The mean-field energy can be compared too. For half-filled ladders of 8, 12 and 16 levels at $\lambda=1$, I fitted a quadratic in $1/L$ to the exact energies and extrapolated to many levels. The result is $0.1718\,N_0\Omega^2$, and the formula for $E$ gives $0.1717\,N_0\Omega^2$. With one more digit the two values are $0.17176$ and $0.17174$. Three sizes fix the quadratic exactly, and a neglected term $\gamma/L^3$ shifts the extrapolated value by $\gamma/(8\cdot12\cdot16)\approx0.0007\,\gamma$. Three sizes do not determine $\gamma$, so the fit alone gives no error bar. The mean-field state needs a level spacing $d=1/N_0$ far below $\Delta$, and the gain per pair needs more than that. For a gain measured from $N_0\Omega^2f^2$, the neglected terms $k=k'$, of order $V=\lambda d$ per pair, must be small against $E_b$. At $d=\Delta/10$ in our example $V=0.043$ meV, and the exact (Richardson) solution of the half-filled ladder of 280 levels gives a gain of $0.108$ meV. The normal state contains the same $-V$ per pair. Measured from the normal state with this term included, the exact gain is $0.065$ meV, still about a quarter above $0.051$ meV.

**Q.** So I may say that the pairs share one collective state, but not that each is a separate boson with the gap as its binding energy.

**A.** Yes, in this sense: since $b_k^{\dagger2}=0$, the BCS state equals $\prod_ku_k\,\exp\big[\sum_k(v_k/u_k)b_k^\dagger\big]|0\rangle$, and its $N$-pair part is proportional to $\big[\sum_k(v_k/u_k)b_k^\dagger\big]^N|0\rangle$. This shared state coincides with the mode $u_kv_k$ of the table when all $v_k$ are small, and differs from it at higher filling. At half filling the energy gained per pair is $0.051$ meV and the cost of breaking one is $2.86$ meV. For independent bosons these would be the same number.
